\section*{Targeted free-energy perturbation, perfect maps and harmonically mapped averaging, part 2}

Maps of configuration space are used to compute free-energy differences and anharmonic energies of classical nuclei on a temperature-independent surface $U$. Hartree atomic units are used, with $F=-\nabla U$, $\beta=1/kT$, $u=\beta U$, $Z=\int_\Omega e^{-u}dx$, $\rho=e^{-u}/Z$, $f=-\ln Z$ and $\Delta f=f_B-f_A$. A one-to-one map $M$ of $\Omega_A$ onto $\Omega_B$ with Jacobian $J$ has
\begin{equation}
\Phi(x)=u_B(M(x))-u_A(x)-\ln J(x).
\label{phi}
\end{equation}
Then $e^{-\Delta f}=\langle e^{-\Phi}\rangle_A$. A perfect map has $\Phi=\Delta f$; in one dimension, cumulative distributions give it by $C_B(M(x))=C_A(x)$. Imperfection is measured by ${\rm KL}=\langle\Phi\rangle_A-\Delta f$ and by $\chi^2$, the relative variance of $e^{-\Phi}$; $n$ independent samples give standard error $(\chi^2/n)^{1/2}$. For the identity map between temperatures (last form harmonic, $d$ degrees of freedom),
\begin{equation}
\chi^2+1=\frac{Z(2\beta_B-\beta_A)\,Z(\beta_A)}{Z(\beta_B)^2}\ \longrightarrow\ \Big[\frac{\beta_B^2}{\beta_A(2\beta_B-\beta_A)}\Big]^{d/2},
\label{chiid}
\end{equation}
The harmonic map scales the displacement $\Delta r$ from the minimum (energy $U_0$) by $s=(\beta_A/\beta_B)^{1/2}$.

For $M=x+v\,\delta$ from $\beta$ to $\beta+\delta$,
\begin{equation}
\mathcal E=U+\beta\nabla U\cdot v-\nabla\cdot v ,
\label{E}
\end{equation}
\begin{equation}
\langle U\rangle=\langle\mathcal E\rangle+B,\qquad B=\frac1Z\oint_{\partial\Omega}e^{-\beta U}\,v\cdot n\,dS ,
\label{gen}
\end{equation}
with $n$ here the outward normal. Harmonically mapped averaging (HMA) takes $v=-\Delta r/2\beta$:
\begin{equation}
U_{\rm ah}\equiv\langle U\rangle-U_0-\tfrac{d}{2}kT=\langle U-U_0+\tfrac12F\cdot\Delta r\rangle+B ,
\label{hma}
\end{equation}
Let $g=U-U_0+\frac12F\cdot\Delta r$, let $U_n$ be the degree-$n$ part of $U-U_0$, and let $\langle\ \rangle_0$ have weight $e^{-\beta U_2}$. At low temperature, with $B$ negligible and all $d$ coordinates confined by $U_2$, $U_{\rm ah}\to-\langle U_4\rangle_0+\tfrac12\beta\langle U_3^2\rangle_0$, ${\rm Var}_{\rm HMA}\to\tfrac14\langle U_3^2\rangle_0$ and, for the conventional average of $U$, ${\rm Var}_{\rm conv}\to\tfrac d2(kT)^2$.

Two conditions are cited. (ii) A force error $\delta F$ biases $\langle g\rangle$ by $\frac12\langle\delta F\cdot\Delta r\rangle$. (iii) Shifting the reference point by $a$ preserves $\langle g\rangle$ if $B$ is negligible, but adds $-\frac12F\cdot a$ to $g$, with variance $\frac14ka^2\,kT$ in one harmonic dimension (force constant $k$).

The closing listing's folding check uses $M=x^2$, $u_A=x^2/2$, $u_B=y^2/2+0.3y^3+0.25y^4$.

\section{Freely rotating diatomic molecule}

The relative vector has volume element $r^2dr\,d\Omega$. The angles are not confined, so the map acts on the bond length alone, $r\to M(r)$, and the ratio of volume elements is $J=(M/r)^2M'$. A molecule with finite binding energy has a divergent $Z$ in infinite space, so walls are placed at $r=a_1$ and $a_2$. With $x=r-r_e$ and radial $v=-x/2\beta$,
\begin{equation}
\nabla\cdot v=\frac1{r^2}\frac{d(r^2v)}{dr}=v'+\frac{2v}{r}=-\frac1{2\beta}-\frac{x}{\beta r}.
\end{equation}
With $U(r_e)=0$, $F=-dU/dr$ and $\rho(r)=r^2e^{-\beta U}/\int r^2e^{-\beta U}dr$, equation (\ref{gen}) gives
\begin{equation}
U_{\rm ah}=\langle U\rangle-\tfrac12kT=\Big\langle U+\tfrac12Fx+kT\frac xr\Big\rangle+B,\qquad B=\big[\rho\,v\big]_{a_1}^{a_2}.
\label{dia}
\end{equation}
This $U_{\rm ah}$ includes the rotation--vibration coupling carried by $r^2$.

For $U=\frac12kx^2+c_3x^3+c_4x^4$ let $\sigma^2=kT/k$, with Gaussian moments $\langle x^2\rangle_0=\sigma^2$, $\langle x^4\rangle_0=3\sigma^4$, $\langle x^6\rangle_0=15\sigma^6$. (The symbol $kT$ is a single energy; $k$ alone is the force constant.) Relative to the harmonic value $Z_0\propto\beta^{-1/2}$,
\begin{align}
\frac Z{Z_0}&=\Big\langle\Big(1+\frac{2x}{r_e}+\frac{x^2}{r_e^2}\Big)\Big(1-\beta c_3x^3-\beta c_4x^4+\tfrac12\beta^2c_3^2x^6\Big)\Big\rangle_0+O(T^2)\nonumber\\
&=1-3\beta c_4\sigma^4+\tfrac{15}2\beta^2c_3^2\sigma^6-\frac{6\beta c_3\sigma^4}{r_e}+\frac{\sigma^2}{r_e^2}+O(T^2).
\end{align}
Each correction is proportional to $kT$. Thus $\ln(Z/Z_0)=A/\beta$ and $U_{\rm ah}=-\partial(A/\beta)/\partial\beta=A\,(kT)^2$ at leading order, with
\begin{equation}
A=-\frac{3c_4}{k^2}+\frac{15c_3^2}{2k^3}-\frac{6c_3}{r_ek^2}+\frac1{r_e^2k}.
\label{A}
\end{equation}
The leading part of the estimator in (\ref{dia}) is $-\frac12c_3x^3+kT\,x/r_e$. Squaring and averaging,
\begin{equation}
{\rm Var}_{\rm HMA}\to V(kT)^3,\qquad V=\frac{15c_3^2}{4k^3}-\frac{3c_3}{r_ek^2}+\frac1{r_e^2k},
\label{V}
\end{equation}
so the variance ratio tends to $1/(2V\,kT)$.

\section{Example: anharmonic ring}

Three atoms on a line form a ring with bond extensions $b_i=x_{i+1}-x_i$ and bond energy $kb^2/2+\alpha b^3/3+\gamma b^4/4$. The model parameters are $k=0.05$, $\alpha=-0.05$, $\gamma=0.05$ in atomic units, $kT=0.003\,E_h$, and $d=N-1=2$. All averages are two-dimensional quadratures.

\emph{Maps.} From the harmonic to the anharmonic ring at the same $kT$, the ratio of integrals gives $\Delta f=0.04386649$. A nonlinear map (a sinusoidal stretch of one mode, a stretch and quadratic shear of the other, then a rotation) gives the same eight decimals, and $0.32957$ when $J$ is dropped. For the harmonic ring with $T_B/T_A=4/3$, $\Delta f=\ln0.75=-0.28768207$; the scaling map returns this value at each sampled point, with and without a rotation, to the tested tolerance $10^{-9}$. The identity map has, by (\ref{chiid}), $\chi^2=0.75^2/0.5-1=0.125$.

\emph{Low-temperature limit.} The bonds obey $\sum b_i=0$ and depend linearly on $q$, so the harmonic weight is an isotropic Gaussian on that plane, with covariance $C_{ij}=\sigma^2(\delta_{ij}-\frac13)$. Wick's theorem gives $\langle b_i^4\rangle_0=3C_{ii}^2$, and the fifteen pairings of $b_i^3b_j^3$ give $9C_{ii}C_{jj}C_{ij}+6C_{ij}^3$. Since the $C_{ii}$ are equal and $\sum_{ij}C_{ij}=0$, the first part sums to zero:
\begin{align}
\langle U_4\rangle_0&=\frac\gamma4\cdot3\cdot3\cdot\frac49\sigma^4=\frac{\gamma}{k^2}(kT)^2=20\,(kT)^2,\\
\langle U_3^2\rangle_0&=\frac{\alpha^2}9\cdot6\Big(3\cdot\frac8{27}-6\cdot\frac1{27}\Big)\sigma^6=\frac{4\alpha^2}{9k^3}(kT)^3=8.8889\,(kT)^3 ,
\end{align}
with coefficients in $E_h^{-1}$. Hence $U_{\rm ah}/(kT)^2\to-20+4.4444=-15.5556$ and ${\rm Var}_{\rm HMA}/(kT)^3\to2.2222$, both in $E_h^{-1}$, and ${\rm Var}_{\rm conv}/(kT)^2\to1$. Quadrature extrapolated to $T=0$ reproduces the three values.

\emph{At $kT=0.003\,E_h$.} $\langle U\rangle=2.876777\times10^{-3}E_h$, also obtained as $-\partial\ln Z/\partial\beta$, so $U_{\rm ah}=2.876777\times10^{-3}-3\times10^{-3}=-1.2322\times10^{-4}E_h$; HMA gives the same. The leading-order value $-15.5556\times(0.003)^2=-1.40\times10^{-4}E_h$ is 14\% larger in magnitude than the full result. The variances are $8.309\times10^{-6}$ and $8.997\times10^{-8}E_h^2$, a ratio of $92$. The leading-order HMA variance, $2.2222\times(0.003)^3=6.0\times10^{-8}E_h^2$, is two thirds of the full one, so the low-temperature laws are semi-quantitative here while (\ref{hma}) is unaffected.

\section{Example: NaCl molecule at RHF/def2-SVP}

Energies and analytic forces were computed at 16 Chebyshev bond lengths in $[3.4,7.2]\,a_0$ and interpolated separately. The minimum lies at $r_e=4.45761\,a_0$, with $k=0.07839\,E_h/a_0^2$, $c_3=-0.02759\,E_h/a_0^3$, $c_4=0.0135\,E_h/a_0^4$. Over the thermally relevant range the two interpolants obey $|F+dU/dr|\le7.9\times10^{-7}E_h/a_0$. The digits below compare estimators on this surface and do not measure the accuracy of RHF. Nor are they converged in the basis: def2-TZVP moves $r_e$ to $4.505\,a_0$, $k$ to $0.0684\,E_h/a_0^2$, $A$ from $11.9$ to $13.3\,E_h^{-1}$, $\Delta f$ from $-0.1538$ to $-0.1551$, and at 1000 K $U_{\rm ah}$ from $3.46$ to $3.91$ meV and the variance ratio from $16$ to $14$. The averages are classical, and the vibrational quantum on this surface corresponds to about 560 K. The values at 100 K and 300 K therefore illustrate scaling laws only, and the anharmonic parts at higher temperature do not describe the real molecule either: quantum nuclei raise $\langle U\rangle$ at 1000 K by about $4\times10^{-5}E_h$, a third of $U_{\rm ah}$, and shift $\Delta f$ between 750 K and 1000 K by about $-0.010$, as much as its anharmonic part.

\subsection*{Free-energy difference, 750 K to 1000 K}

Here $kT_A=2.375109\times10^{-3}E_h$, $kT_B=3.166812\times10^{-3}E_h$ and $s=1.154701$. Directly,
\begin{equation}
\Delta f=-\ln\frac{10.408892}{8.925019}=-0.153802 .
\end{equation}
The harmonic part is $-\ln s=-0.143841$, leaving $-0.00996$. With the printed parameters (\ref{A}) reads $A=-6.59+11.85+6.04+0.64\approx11.9\,E_h^{-1}$; unrounded it is $11.948$, and quadrature extrapolated to $T=0$ agrees. The leading-order remainder is $-A(kT_B-kT_A)=-11.948\times7.917\times10^{-4}=-0.00946$, 5\% smaller in magnitude than $0.00996$.

The identity and harmonic maps both give $\Delta f=-0.153802$:
\begin{center}
\begin{tabular}{lccc}
map & KL & Var $\Phi$ & $\chi^2$\\
identity & $2.14\times10^{-2}$ & $3.50\times10^{-2}$ & $7.18\times10^{-2}$\\
harmonic & $1.25\times10^{-3}$ & $2.42\times10^{-3}$ & $2.74\times10^{-3}$
\end{tabular}
\end{center}
The harmonic map $M=r_e+s\,x$ stretches the interval, so $A$ is integrated over the preimage of $[3.4,7.2]\,a_0$; agreement with the full-interval $\Delta f$ is tested to $10^{-6}$. The map lowers $\chi^2$, and the number of independent samples at fixed error, by a factor of $26$. Its residual follows from inserting the expansion of $U$ in (\ref{phi}) with $\beta_Bs^2=\beta_A$:
\begin{equation}
\Phi=-\ln s+\beta_A\big[(s-1)c_3x^3+(s^2-1)c_4x^4+\dots\big]-2\ln(M/r).
\end{equation}
Since $c_3<0$, the cubic term and the last term are both positive for $x<0$ and negative for $x>0$. The quartic term is positive on both sides, so it reinforces them for $x<0$ and opposes them for $x>0$. With all terms included, $\Phi=0.344$ at $r=3.9354\,a_0$, $-0.14384$ at $r_e$ and $-0.402$ at $r=5.0669\,a_0$. The perfect map, built by inverting the cumulative distributions, sends these points to $3.8733$, $4.4642$ and $5.1998\,a_0$, in each case a larger bond length than the harmonic images $3.8546$, $4.4576$ and $5.1611\,a_0$. With $M'$ taken by finite differences, $|\Phi-\Delta f|\le1.3\times10^{-10}$ on 14 points.

\subsection*{Anharmonic energy at 1000 K}

From energies alone, $U_{\rm ah}=1.71060\times10^{-3}-1.58341\times10^{-3}=1.272\times10^{-4}E_h=3.46$ meV. From (\ref{dia}) with the analytic forces,
\begin{equation}
U_{\rm ah}=(1.71060-1.62154+0.03813)\times10^{-3}E_h=1.272\times10^{-4}E_h .
\end{equation}
At the walls $\beta U=32.0$ and $23.2$, and $B=-1.7\times10^{-12}E_h$. The term $kT\langle x/r\rangle$ is 30\% of $U_{\rm ah}$. The leading-order value $A(kT)^2=1.198\times10^{-4}E_h$ is 6\% below the full result. With walls at $r_e-0.2$ and $r_e+0.3\,a_0$ the surface term dominates: $5.04859\times10^{-5}-9.49505\times10^{-4}=-8.99019\times10^{-4}E_h$, which equals $\langle U\rangle-\frac12kT$ computed from energies alone on that interval.

The variances are $5.846\times10^{-6}$ and $3.651\times10^{-7}E_h^2$, a ratio of $16.0$; it is $54.5$ at 300 K and $164.4$ at 100 K. Equation (\ref{V}) gives $V=5.93+3.02+0.64=9.59\,E_h^{-1}$ and, at 100 K, $1/(2\times9.59\times3.167\times10^{-4})\approx165$. For 400 batches of 500 independent samples the predicted scatter of the batch means is $(5.846\times10^{-6}/500)^{1/2}=1.08\times10^{-4}E_h$ and $(3.651\times10^{-7}/500)^{1/2}=2.70\times10^{-5}E_h$; the observed values are $1.09\times10^{-4}$ and $2.55\times10^{-5}E_h$.

Moving the reference point to $r_e+0.1\,a_0$ at 100 K leaves the mean equal to the conventional average and multiplies ${\rm Var}_{\rm HMA}$ by $225$. The harmonic term of condition (iii) gives $\frac14\times0.07839\times0.01\times3.167\times10^{-4}=6.2\times10^{-8}E_h^2$ against $V(kT)^3=3.05\times10^{-10}E_h^2$, a factor of about $200$, and thus accounts for most of the growth.

The output holds two values of $U_{\rm ah}$ at 100 K, $1.2048\times10^{-6}E_h$ with $F=-dU/dr$ and $1.2000\times10^{-6}E_h$ with the separately interpolated analytic force. The first is tested to equal the conventional average, so the difference of $5\times10^{-9}E_h$ is the force bias of condition (ii). It lies within the bound $\frac12\max|\delta F|\,\langle x^2\rangle^{1/2}\approx\frac12\times7.9\times10^{-7}\times0.064=2.5\times10^{-8}E_h$, where $\sigma=(3.167\times10^{-4}/0.07839)^{1/2}\,a_0$ stands for the root-mean-square displacement. At 1000 K the bias is $7\times10^{-9}E_h$ ($1.27189$ against $1.27196\times10^{-4}E_h$). Relative to $U_{\rm ah}$ it is $0.4\%$ at 100 K and below $0.01\%$ at 1000 K: for a smooth $\delta F$ the bias $\frac12\langle\delta F\,x\rangle$ falls on cooling only as $T$, since $\langle x\rangle$ and $\langle x^2\rangle$ do, while $U_{\rm ah}$ falls as $T^2$. The relative bias thus grows as $1/T$ at low temperature, and in this example consistency of force and energy matters most where the statistical gain is largest.

\section*{Values computed for the example and the checks}
\begin{verbatim}
ring: k=0.05 Eh/a0^2 alpha=-0.05 Eh/a0^3 gamma=0.05 Eh/a0^4 kT=0.003 Eh d=2
ring df (dimensionless): direct 0.04386649, mapped 0.04386649, J dropped 0.32957
folding map: <exp(-Phi)> 0.686411, preimage count 0.686411, Z_B/Z_A 0.805771
harmonic ring TB/TA=1.33333: df -0.28768207, chi2 identity map 0.125000
ring <U> 2.87677717e-03 Eh, -dlnZ/dbeta 2.87677718e-03 Eh
ring U_ah conventional -1.232228e-04 Eh, HMA -1.232228e-04 Eh
ring Var conv 8.3087e-06 Eh^2, Var HMA 8.9966e-08 Eh^2, ratio 92.35
ring Wick: <U4>/(kT)^2 20.0000 1/Eh, <U3^2>/(kT)^3 8.8889 1/Eh
ring U_ah/(kT)^2: quad -15.5556, Wick -15.5556 1/Eh
ring Var conv/(kT)^2: quad 1.0000, limit 1.0000
ring Var HMA/(kT)^3: quad 2.2222, Wick 2.2222 1/Eh
U=x^6, kT=1: <U> 0.166667, Var conv 0.166667, Var HMA 0.666667, HMA/conv 4.000
NaCl RHF/def2-SVP: 16 nodes in [3.4,7.2] a0, re 4.45761 a0, E(re) -621.222352 Eh
k 0.07839 Eh/a0^2, c3 -0.02759 Eh/a0^3, c4 0.0135 Eh/a0^4
max |F_analytic + dU/dr| 7.9e-07 Eh/a0
TA 750.0 K, TB 1000.0 K, kTA 2.375109e-03 Eh, kTB 3.166812e-03 Eh, scale 1.154701
ZA/4pi 8.925019 a0^3, ZB/4pi 10.408892 a0^3, df -0.15380197, harmonic df -0.14384104
identity map: df -0.15380197, KL 2.1390e-02, Var Phi 3.5043e-02, chi2 7.1816e-02
harmonic map: df -0.15380197, KL 1.2516e-03, Var Phi 2.4172e-03, chi2 2.7411e-03
chi2 identity / chi2 harmonic 26.2
perfect map: max|Phi-df| 1.3e-10 on 14 points
 r 3.9354 a0: M perfect 3.8733, M harm 3.8546 a0, Phi harm 0.34400
 r 4.4576 a0: M perfect 4.4642, M harm 4.4576 a0, Phi harm -0.14384
 r 5.0669 a0: M perfect 5.1998, M harm 5.1611 a0, Phi harm -0.40240
1000.0 K: kT/2 1.583406e-03 Eh, beta*U at walls 32.0, 23.2
U_ah energies only 1.27196e-04 Eh = 3.461 meV; from dlnZ/dbeta 1.27196e-04 Eh
U_ah HMA analytic forces 1.27189e-04 Eh = 3.461 meV; B -1.7e-12 Eh
 parts: <U> 1.71060e-03, <F x/2> -1.62154e-03, kT<x/r> 3.81269e-05 Eh
Var conv 5.8463e-06 Eh^2, Var HMA 3.6507e-07 Eh^2, ratio 16.01
100.0 K: U_ah HMA 1.2000e-06 Eh, Var conv/Var HMA 164.4
300.0 K: U_ah HMA 1.0957e-05 Eh, Var conv/Var HMA 54.5
walls re-0.2, re+0.3 a0: conv -8.99019e-04, HMA 5.04859e-05, B -9.49505e-04 Eh
100 K, reference re+0.1 a0: U_ah 1.2048e-06 Eh, Var HMA grows x224.7
A series 11.948 1/Eh, quadrature 11.948 1/Eh; A(kT)^2 at 1000.0 K 1.1983e-04 Eh
400 batches of 500, conv: mean 1.2200e-04, scatter 1.090e-04, predicted 1.081e-04 Eh
400 batches of 500, HMA: mean 1.2660e-04, scatter 2.552e-05, predicted 2.702e-05 Eh
\end{verbatim}
